# Ordering of low-field lifetimes from breakdown laws matched at two fields: a numerical check

```python
"""
Result under test: four lifetime laws matched at two stress fields F1 < F2
(lifetimes t1 > t2) give, at every field below F1,
    t_linear < t_square-root < t_power < t_inverse.
The order is reversed between F1 and F2 and restored above F2.

Laws: ln t = a + b*x(F), with x = -F, -sqrt(F), -ln(F), 1/F.
The acceleration -d(ln t)/dF is proportional to F**(p-1),
with p = 1, 1/2, 0, -1 respectively.
L = ln(t1/t2); reach R = ln(t(F)/t1)/L.
Fields are in V/angstrom and times in seconds.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

names = ["linear", "square-root", "power", "inverse"]
coordinate = {
    "linear": lambda F: -F,
    "square-root": lambda F: -np.sqrt(F),
    "power": lambda F: -np.log(F),
    "inverse": lambda F: 1.0 / F,
}
exponent = {"linear": 1.0, "square-root": 0.5, "power": 0.0, "inverse": -1.0}
slope_unit = {"linear": "angstrom/V", "square-root": "(angstrom/V)^(1/2)",
              "power": "(dimensionless)", "inverse": "V/angstrom"}


def match(name, Fa, Fb, log_ta, log_tb):
    """Solve the two matching equations for a and b."""
    x = coordinate[name]
    matrix = np.array([[1.0, x(Fa)], [1.0, x(Fb)]])
    return np.linalg.solve(matrix, np.array([log_ta, log_tb]))


def log_life(name, parameters, F):
    return parameters[0] + parameters[1] * coordinate[name](F)


def closed_reach(name, F, Fa, Fb):
    if name == "linear":
        return (Fa - F) / (Fb - Fa)
    if name == "square-root":
        return (np.sqrt(Fa) - np.sqrt(F)) / (np.sqrt(Fb) - np.sqrt(Fa))
    if name == "power":
        return np.log(Fa / F) / np.log(Fb / Fa)
    return Fb * (Fa - F) / (F * (Fb - Fa))


# Order in the three field regions, on random matched data
rng = np.random.default_rng(7)
number_of_cases = 1500
for _ in range(number_of_cases):
    Fa = rng.uniform(0.01, 0.1)
    Fb = Fa * rng.uniform(1.1, 3.0)
    log_tb = rng.uniform(0.0, 8.0)
    drop = rng.uniform(1.0, 15.0)
    below = Fa * rng.uniform(0.05, 0.95)
    inside = Fa + (Fb - Fa) * rng.uniform(0.1, 0.9)
    above = Fb * rng.uniform(1.05, 3.0)
    fits = {k: match(k, Fa, Fb, log_tb + drop, log_tb) for k in names}
    for F, sign in ((below, 1), (inside, -1), (above, 1)):
        values = np.array([log_life(k, fits[k], F) for k in names])
        assert np.all(sign * np.diff(values) > 0)
        gap = drop * (Fa - F) * (Fb - F) / (F * (Fb - Fa))
        assert np.isclose(values[3] - values[0], gap, rtol=1e-7, atol=1e-8)

# Worked example: round model parameters
F1, F2, F_use = 0.05, 0.07, 0.02
t1, t2, t_target = 1.0e5, 1.0e2, 1.0e9
L = np.log(t1 / t2)
fit = {k: match(k, F1, F2, np.log(t1), np.log(t2)) for k in names}
reach = {k: (log_life(k, fit[k], F_use) - np.log(t1)) / L for k in names}
life = {k: np.exp(log_life(k, fit[k], F_use)) for k in names}

# Matched laws against integrals of the acceleration and closed forms
for k in names:
    def weight(u, p=exponent[k]):
        return u ** (p - 1.0)
    integral_reach = quad(weight, F_use, F1)[0] / quad(weight, F1, F2)[0]
    assert np.isclose(reach[k], integral_reach, rtol=1e-9)
    assert np.isclose(reach[k], closed_reach(k, F_use, F1, F2), rtol=1e-9)

# Accelerations by finite differences, against the normalized power of F
step = 1.0e-6


def acceleration(name, F):
    upper = log_life(name, fit[name], F + step)
    lower = log_life(name, fit[name], F - step)
    return (lower - upper) / (2.0 * step)


for k in names:
    p = exponent[k]
    norm = quad(lambda u: u ** (p - 1.0), F1, F2)[0]
    for F in (F_use, F1, F2):
        expected = L * F ** (p - 1.0) / norm
        assert np.isclose(acceleration(k, F), expected, rtol=1e-6)

# The acceleration of each later law grows faster towards low field
grid = np.linspace(0.005, 0.1, 20)
for earlier, later in zip(names[:-1], names[1:]):
    ratio = acceleration(later, grid) / acceleration(earlier, grid)
    assert np.all(np.diff(ratio) < 0)

# Greatest separation of the extreme laws inside the stress window
search = minimize_scalar(
    lambda F: log_life("inverse", fit["inverse"], F)
    - log_life("linear", fit["linear"], F),
    bounds=(F1, F2), method="bounded", options={"xatol": 1e-10})
F_split, window_gap = search.x, -search.fun
root1, root2 = np.sqrt(F1), np.sqrt(F2)
assert np.isclose(F_split, np.sqrt(F1 * F2), rtol=1e-5)
assert np.isclose(window_gap, L * (root2 - root1) / (root2 + root1), rtol=1e-8)

# Finite zero-field limits of the linear and square-root laws
limit = {"linear": np.log(t1) + L * F1 / (F2 - F1),
         "square-root": np.log(t1) + L * root1 / (root2 - root1)}
for k in limit:
    assert abs(log_life(k, fit[k], 1e-14 * F1) - limit[k]) < 1e-5
    assert limit[k] > np.log(t_target)

# Permitted field for the target lifetime: root search against formula
rho = np.log(t_target / t1) / L
permitted = {}
for k in names:
    permitted[k] = brentq(
        lambda F: log_life(k, fit[k], F) - np.log(t_target),
        1e-4, F1, xtol=1e-14)
    p = exponent[k]
    if p == 0.0:
        formula = F1 * (F1 / F2) ** rho
    else:
        formula = (F1 ** p - rho * (F2 ** p - F1 ** p)) ** (1.0 / p)
    assert np.isclose(permitted[k], formula, rtol=1e-8)
assert np.all(np.diff([permitted[k] for k in names]) > 0)

# The predicted lifetimes do not depend on the unit of field
atomic_field = constants.physical_constants[
    "atomic unit of electric field"][0] * constants.angstrom
for k in names:
    fit_atomic = match(k, F1 / atomic_field, F2 / atomic_field,
                       np.log(t1), np.log(t2))
    value = log_life(k, fit_atomic, F_use / atomic_field)
    assert np.isclose(value, np.log(life[k]), rtol=1e-8)

print(f"random matched cases tested: {number_of_cases}")
print(f"atomic unit of field: {atomic_field:.4f} V/angstrom")
print(f"lower stress field F1: {F1:.3f} V/angstrom")
print(f"upper stress field F2: {F2:.3f} V/angstrom")
print(f"use field: {F_use:.3f} V/angstrom")
print(f"lifetime t1 at F1: {t1:.1e} s")
print(f"lifetime t2 at F2: {t2:.1e} s")
print(f"L = ln(t1/t2): {L:.4f} (dimensionless)")
for k in names:
    print(f"{k}: slope parameter {fit[k][1]:.4f} {slope_unit[k]}")
for k in names:
    print(f"{k}: acceleration at F1 {acceleration(k, F1):.1f} angstrom/V")
for k in names:
    print(f"{k}: acceleration at use field "
          f"{acceleration(k, F_use):.1f} angstrom/V")
for k in names:
    print(f"{k}: reach R at use field {reach[k]:.4f} (dimensionless)")
for k in names:
    print(f"{k}: lifetime at use field {life[k]:.3e} s"
          f" = {life[k] / constants.Julian_year:.3e} years")
print(f"inverse/linear lifetime ratio at use field: "
      f"{life['inverse'] / life['linear']:.3e} (dimensionless)")
print(f"field of greatest separation in window: {F_split:.5f} V/angstrom")
for k in ("linear", "inverse"):
    print(f"{k}: lifetime at that field "
          f"{np.exp(log_life(k, fit[k], F_split)):.1f} s")
print(f"linear/inverse lifetime ratio there: "
      f"{np.exp(window_gap):.4f} (dimensionless)")
for k in limit:
    print(f"{k}: zero-field lifetime limit {np.exp(limit[k]):.3e} s")
print(f"target lifetime: {t_target:.1e} s"
      f" = {t_target / constants.Julian_year:.2f} years")
print(f"rho = ln(target/t1)/L: {rho:.4f} (dimensionless)")
for k in names:
    print(f"{k}: permitted field for target {permitted[k]:.5f} V/angstrom")
print("no test failed")
```

Output:

```
random matched cases tested: 1500
atomic unit of field: 51.4221 V/angstrom
lower stress field F1: 0.050 V/angstrom
upper stress field F2: 0.070 V/angstrom
use field: 0.020 V/angstrom
lifetime t1 at F1: 1.0e+05 s
lifetime t2 at F2: 1.0e+02 s
L = ln(t1/t2): 6.9078 (dimensionless)
linear: slope parameter 345.3878 angstrom/V
square-root: slope parameter 168.6121 (angstrom/V)^(1/2)
power: slope parameter 20.5299 (dimensionless)
inverse: slope parameter 1.2089 V/angstrom
linear: acceleration at F1 345.4 angstrom/V
square-root: acceleration at F1 377.0 angstrom/V
power: acceleration at F1 410.6 angstrom/V
inverse: acceleration at F1 483.5 angstrom/V
linear: acceleration at use field 345.4 angstrom/V
square-root: acceleration at use field 596.1 angstrom/V
power: acceleration at use field 1026.5 angstrom/V
inverse: acceleration at use field 3022.1 angstrom/V
linear: reach R at use field 1.5000 (dimensionless)
square-root: reach R at use field 2.0061 (dimensionless)
power: reach R at use field 2.7232 (dimensionless)
inverse: reach R at use field 5.2500 (dimensionless)
linear: lifetime at use field 3.162e+09 s = 1.002e+02 years
square-root: lifetime at use field 1.043e+11 s = 3.305e+03 years
power: lifetime at use field 1.478e+13 s = 4.684e+05 years
inverse: lifetime at use field 5.623e+20 s = 1.782e+13 years
inverse/linear lifetime ratio at use field: 1.778e+11 (dimensionless)
field of greatest separation in window: 0.05916 V/angstrom
linear: lifetime at that field 4225.5 s
inverse: lifetime at that field 2366.6 s
linear/inverse lifetime ratio there: 1.7855 (dimensionless)
linear: zero-field lifetime limit 3.162e+12 s
square-root: zero-field lifetime limit 2.367e+21 s
target lifetime: 1.0e+09 s = 31.69 years
rho = ln(target/t1)/L: 1.3333 (dimensionless)
linear: permitted field for target 0.02333 V/angstrom
square-root: permitted field for target 0.02856 V/angstrom
power: permitted field for target 0.03193 V/angstrom
inverse: permitted field for target 0.03621 V/angstrom
no test failed
```
